# Complete internal oxidation of a sphere and a slab

## The problem

An alloy contains a dilute solute B at uniform number density $c_B$. Oxygen enters through the surface, dissolves, diffuses inwards and binds to B as the oxide BO$_\nu$, which precipitates inside the metal. Two bodies are compared: a sphere of radius $R$, and a wide slab of half-thickness $R$ exposed on both faces.

Assume the following.

- The surface holds a constant density $c_s$ of dissolved oxygen, and the metal contains no oxygen at the start.
- Oxygen diffuses with constant diffusivity $D$ in the oxidized zone; B does not move.
- Binding is fast and irreversible, so a sharp front separates the oxidized zone from untouched alloy, and the dissolved oxygen density vanishes at the front.
- No external scale forms, and the volume does not change.

Let $r$ be the distance from the centre of the sphere or from the mid-plane of the slab, $c(r,t)$ the density of dissolved oxygen, and $s(t)$ the front position, with $s(0)=R$. Write $u=s/R$ and
$$\varepsilon=\frac{c_s}{\nu c_B}.$$
The algebra is in atomic units, with temperature expressed as an energy $k_BT$. Numbers are in eV and angstrom, with times in seconds.

## Part (a): front condition and steady profiles

**Question.** Derive the oxygen balance at the front. For $\varepsilon\ll1$, justify a quasi-steady treatment and find the oxygen gradient at the front in both bodies.

**Answer.** The outward flux is $-D\,\partial c/\partial r$, so the flux towards the front is $+D\,\partial c/\partial r$. In a time $dt$ the front moves inwards by $-ds>0$ and uncovers $c_B(-ds)$ solute atoms per unit front area, each binding $\nu$ oxygen atoms. Since $c(s,t)=0$, no dissolved oxygen has to be supplied at the front itself. Hence
$$D\left.\frac{\partial c}{\partial r}\right|_{r=s}=-\nu c_B\frac{ds}{dt}. \tag{1}$$
Both sides are positive because $ds/dt<0$.

In a layer of thickness $L$ the gradient is of order $c_s/L$, so (1) gives a front speed of order $\varepsilon D/L$. The profile relaxes in a time of order $L^2/D$, during which the front moves by about $\varepsilon L\ll L$. The profile is therefore close to the steady one for the current front position. This estimate weakens near the centre of the sphere, a point settled in part (d).

In the slab, $\partial^2c/\partial r^2=0$ with $c(s)=0$ and $c(R)=c_s$ gives
$$c=c_s\frac{r-s}{R-s},\qquad \left.\frac{\partial c}{\partial r}\right|_{s}=\frac{c_s}{R-s}.$$

In the sphere, a steady state requires $r^2\,\partial c/\partial r=A$, a constant. Integrating with $c(s)=0$ gives $c=A(1/s-1/r)$. The surface condition fixes $A$:
$$A=\frac{c_s}{1/s-1/R}=\frac{c_s\,sR}{R-s},\qquad \left.\frac{\partial c}{\partial r}\right|_{s}=\frac{A}{s^2}=\frac{c_sR}{s(R-s)}. \tag{2}$$

## Part (b): completion times

**Question.** Find the time at which the front reaches position $s$ in each body, the completion times, and their ratio. Check the limit of a thin oxidized layer.

**Answer.** For the sphere, (1) and (2) give
$$\frac{ds}{dt}=-\varepsilon D\,\frac{R}{s(R-s)}.$$
Separate the variables and integrate from the surface, where $t=0$:
$$\varepsilon D\,t=\int_s^R\left(r-\frac{r^2}{R}\right)dr=\frac{R^2-s^2}{2}-\frac{R^3-s^3}{3R}=\frac{R^2}{6}\left(1-3u^2+2u^3\right). \tag{3}$$
For the slab, $ds/dt=-\varepsilon D/(R-s)$, so
$$\varepsilon D\,t=\int_s^R(R-r)\,dr=\frac{(R-s)^2}{2}=\frac{R^2}{2}(1-u)^2. \tag{4}$$
Setting $u=0$ gives the completion times
$$T_{\rm sphere}=\frac{\nu c_BR^2}{6Dc_s},\qquad T_{\rm slab}=\frac{\nu c_BR^2}{2Dc_s},\qquad \frac{T_{\rm sphere}}{T_{\rm slab}}=\frac13. \tag{5}$$
In this limit the ratio does not depend on the material parameters.

For a thin layer put $u=1-x$ with $x\ll1$. Then
$$1-3(1-x)^2+2(1-x)^3=3x^2-2x^3,$$
and (3) becomes $\varepsilon Dt=\tfrac12R^2x^2\left(1-\tfrac23x\right)$. The leading term is the parabolic law (4) of the slab, as it must be when the surface looks flat. The bracket is the ratio of the sphere's time to the slab's time for the same depth.

Within the quasi-steady treatment, that is for $\varepsilon\ll1$, the two fronts end differently. The slab front has speed $\varepsilon D/(R-s)$ and slows throughout. The sphere front has speed $\varepsilon D/[R\,u(1-u)]$. Since $u(1-u)$ is largest at $u=\tfrac12$, this front is slowest at half the radius and then accelerates. From there on the solute per shell, proportional to $u^2$, falls by a larger fraction than the oxygen inflow, which is proportional to $u/(1-u)$ as part (c) shows.

## Part (c): where the ratio comes from

**Question.** Separate the effect of the smaller solute content of the sphere from that of its diffusion resistance.

**Answer.** Count everything per unit area of outer surface. A shell of thickness $R\,du$ at $r=uR$ needs $\nu c_B\,u^2R\,du$ oxygen atoms. The inflow is
$$\frac{DA}{R^2}=\frac{Dc_s\,s}{R(R-s)}=\frac{c_s}{\rho},\qquad \rho=\frac RD\,\frac{1-u}{u},$$
where $\rho$ is the diffusion resistance. The time spent on the shell is the demand divided by the inflow:
$$\frac{\nu c_B\,u^2R\,du\;\rho}{c_s}=\frac{R^2}{\varepsilon D}\,u(1-u)\,du.$$
For the slab the demand has no factor $u^2$ and the resistance is $(R/D)(1-u)$. The integrals to compare are
$$\int_0^1u(1-u)\,du=\frac16,\qquad\int_0^1(1-u)\,du=\frac12.$$
If the sphere had its own solute content but the slab's resistance, the integral would be $\int_0^1u^2(1-u)\,du=\tfrac1{12}$, one sixth of the slab value. The narrowing path towards the centre raises the resistance and doubles this to one third.

The sphere also holds one third as much solute per unit outer area, since $\int_0^1u^2du=\tfrac13$. That this equals the time ratio means that the resistance averaged over the solute is the same in both bodies: $(1/6)/(1/3)=\tfrac12$ for the sphere and $\tfrac12$ for the slab, in units of $R/D$.

## Part (d): error of the quasi-steady treatment

**Question.** The quasi-steady front speed diverges at the centre of the sphere. Without assuming a steady profile, bound the resulting error in the completion times and in their ratio.

**Answer.** Start from the full diffusion equation in the sphere,
$$r^2\frac{\partial c}{\partial t}=D\frac{\partial}{\partial r}\left(r^2\frac{\partial c}{\partial r}\right),\qquad s<r<R.$$
Choose the weight $w=1/r-1/R$, for which $w(R)=0$ and $r^2\,dw/dr=-1$, and define
$$I(t)=\int_s^Rw\,c\,r^2dr,\qquad M(s)=\int_s^Rw\,r^2dr.$$
When $I$ is differentiated, the moving lower limit contributes nothing because $c(s,t)=0$. Integration by parts then gives
$$\frac{dI}{dt}=D\left[w\,r^2\frac{\partial c}{\partial r}\right]_s^R+D\int_s^R\frac{\partial c}{\partial r}\,dr
=-D\,w(s)s^2\left.\frac{\partial c}{\partial r}\right|_s+Dc_s.$$
By (1) the first term equals $\nu c_B\,w(s)s^2\,ds/dt$. Since $dM/ds=-w(s)s^2$, this is $-\nu c_B\,dM/dt$. Both $I$ and $M$ vanish at $t=0$, so integration over time yields
$$Dc_s\,t=\nu c_B\,M(s)+I(t). \tag{6}$$
Now $M=\int_s^R(r-r^2/R)\,dr$ is the integral in (3), so the first term alone gives the quasi-steady time $t_{\rm qs}$. The second term is the delay caused by supplying oxygen that stays dissolved.

The dissolved density lies between its smallest and largest boundary and initial values, $0\le c\le c_s$. Hence $0\le I\le c_sM$, and (6) gives
$$t_{\rm qs}\le t\le(1+\varepsilon)\,t_{\rm qs} \tag{7}$$
at every front position, including the limit $s\to0$. For the slab, replace $r^2$ by 1 and use $w=R-r$; the same steps give (7) with the time (4). Therefore
$$\frac{1}{3(1+\varepsilon)}\le\frac{T_{\rm sphere}}{T_{\rm slab}}\le\frac{1+\varepsilon}{3}.$$
The diverging speed is therefore harmless for the total time when $\varepsilon$ is small: whatever the profile near the centre, the oxygen that stays dissolved delays completion by at most the fraction $\varepsilon$.

The size of the delay can be estimated by putting the steady profile at completion into $I$. In the slab $c=c_sr/R$, so $I=c_s\int_0^R(R-r)(r/R)\,dr=c_sR^2/6=c_sM/3$, a relative delay of $\varepsilon/3$. In the sphere the steady profile tends to $c_s$ at every $r>0$ as $s\to0$, which suggests a delay close to $\varepsilon$.

A time-dependent numerical solution, which assumes neither a steady profile nor a front law, gives these values, whose last digit is uncertain because of the finite grid:

| $\varepsilon$ | sphere $T/T_{\rm qs}$ | slab $T/T_{\rm qs}$ | sphere/slab |
|---|---|---|---|
| 0.20 | 1.159 | 1.065 | 0.363 |
| 0.10 | 1.085 | 1.033 | 0.350 |
| 0.05 | 1.044 | 1.016 | 0.342 |

The slab follows $\varepsilon/3$. The sphere delay is somewhat below $\varepsilon$. By (6) the relative delay is $\varepsilon I/(c_sM)$, so this means that the weighted mean of $c$ at completion is still below $c_s$. At finite $\varepsilon$ the ratio thus lies above one third in these cases, and it approaches one third as $\varepsilon$ falls.

## Part (e): numbers

**Question.** Take the model values $R=10^5$ Å, $\nu=1.5$, $c_B=10^{-3}$ Å$^{-3}$, $c_s=3\times10^{-6}$ Å$^{-3}$ and $D=D_0e^{-Q/k_BT}$, with $D_0=10^{14}$ Å$^2$/s, $Q=1$ eV and $k_BT=0.1$ eV. Find both completion times, describe the progress of the fronts, and state what could invalidate the result.

**Answer.** The diffusivity is $D=10^{14}e^{-10}=4.54\times10^9$ Å$^2$/s, and
$$\varepsilon=\frac{3\times10^{-6}}{1.5\times10^{-3}}=0.002.$$
From (5),
$$T_{\rm sphere}=\frac{10^{10}}{6\,(0.002)(4.54\times10^9)}\ {\rm s}=184\ {\rm s},\qquad
T_{\rm slab}=\frac{10^{10}}{2\,(0.002)(4.54\times10^9)}\ {\rm s}=551\ {\rm s}.$$
In atomic units of time these are $7.59\times10^{18}$ and $2.28\times10^{19}$. By (7), the quasi-steady values are too short by at most 0.2 % of themselves, and the ratio lies between 0.3327 and 0.3340.

| $s/R$ | sphere time (s) | slab time (s) | sphere volume oxidized |
|---|---|---|---|
| 0.75 | 28.7 | 34.4 | 0.578 |
| 0.50 | 91.8 | 137.7 | 0.875 |
| 0.25 | 154.9 | 309.7 | 0.984 |
| 0 | 183.6 | 550.7 | 1 |

At $s/R=0.75$ the two times differ by the factor $1-\tfrac23(0.25)=0.83$ found in part (b). The sphere front reaches half the radius at half the completion time, when 87.5 % of the volume is oxidized; the remaining eighth takes as long again. The slab front reaches half depth after a quarter of its own completion time. When the sphere is finished, (4) puts the slab front at depth $R/\sqrt3=5.77\times10^4$ Å, so 42 % of the slab is still unoxidized.

The absolute times depend strongly on $Q$: raising it by 0.1 eV multiplies both by $e$. The ratio is unaffected, since $D$ only sets the time scale $R^2/D$ and cancels at any $\varepsilon$; $c_s$ cancels only in the limit $\varepsilon\ll1$ and otherwise enters through $\varepsilon$, as in part (d). It also survives if precipitates slow the oxygen, provided that a single constant effective diffusivity describes the oxidized zone in both bodies.

The result fails if the assumptions do. If B diffuses outwards at a rate comparable with the oxygen supply, the solute is redistributed and an external scale may form. If the oxide dissociates appreciably, the front is no longer sharp. If $\varepsilon$ is not small, (5) must be replaced by a solution of the moving-front problem, for which (7) still supplies bounds. Further values are in the numerical output below.

## Table of computed values

```
Radius = slab half-thickness: 1.000e+05 angstrom
Oxygen atoms per solute atom nu: 1.50
Solute density c_B: 1.000e-03 angstrom^-3
Surface oxygen density c_s: 3.000e-06 angstrom^-3
Diffusion prefactor D0: 1.000e+14 angstrom^2/s
Activation energy Q: 1.00 eV
Thermal energy kT: 0.10 eV
Diffusivity D: 4.5400e+09 angstrom^2/s
eps = c_s/(nu c_B): 0.0020 (dimensionless)
Sphere completion time: 183.55 s
Sphere upper bound: 183.92 s
Slab completion time: 550.66 s
Slab upper bound: 551.76 s
Sphere time in atomic units: 7.5884e+18
Slab time in atomic units: 2.2765e+19
Ratio sphere/slab: 0.3333
Ratio lower bound: 0.33267
Ratio upper bound: 0.33400
Front u=s/R | sphere time (s) | slab time (s) | sphere vol. oxidized
  0.75 | 28.68 | 34.42 | 0.5781
  0.50 | 91.78 | 137.67 | 0.8750
  0.25 | 154.87 | 309.75 | 0.9844
  0.00 | 183.55 | 550.66 | 1.0000
Slab depth when sphere is done: 5.7735e+04 angstrom
Same depth / half-thickness: 0.5774
Slowest sphere front among tested s/R: 0.50
Slab integral: 0.50000
Solute-only integral: 0.08333
Sphere integral: 0.16667
Simulation: eps | sphere T/T_qs | slab T/T_qs | sphere/slab
  0.20 | 1.159 | 1.065 | 0.363
  0.10 | 1.085 | 1.033 | 0.350
  0.05 | 1.044 | 1.016 | 0.342
Simulated slab depth/R at sphere completion, eps=0.05: 0.585
```
